\section*{Capture of diffusing protons by a fixed negative Coulomb trap, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the Coulomb force to the capture coefficient}

\subsection{A trap that hardly depends on its own size}

Take a proton diffusing in lightly doped p-type silicon at $373\,\mathrm{K}$, and let it be captured when it comes within $R=0.3\,\mathrm{nm}$ of a negatively charged boron atom. If the proton felt no force before contact, a boron density of $10^{15}\,\mathrm{cm^{-3}}$ would capture it in a mean time of $1.511\,\mathrm{s}$. With the Coulomb attraction the time is $0.118\,\mathrm{s}$, as if the capture radius were $3.829\,\mathrm{nm}$. Now double the contact distance to $0.6\,\mathrm{nm}$ and hold everything else fixed. Without attraction the rate would double. With attraction the effective radius goes from $3.829$ to $3.835\,\mathrm{nm}$, a change of $0.2\%$.

Two things need explaining: where the length $3.8\,\mathrm{nm}$ comes from, and why the contact distance has almost dropped out. Both follow from the steady flow of protons towards one trap. The result is that $R$ is replaced by
\begin{equation}
R_{\rm eff}=\frac{r_c}{1-\exp(-r_c/R)},\qquad
r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon k_BT}.
\label{eq:main}
\end{equation}
The length $r_c$ is the Onsager radius. The plain letter $r$ is kept for the distance from the trap, and $e$ is the elementary charge; exponentials are written $\exp$.

\subsection{The model and what is meant by a rate}

The trap is a fixed point charge $-e$ in a uniform, isotropic medium of relative permittivity $\varepsilon$. Protons of charge $+e$ diffuse with a constant diffusivity $D$. They are so dilute that they do not influence one another, and the traps are so far apart that each can be treated alone. There is no applied field, and no mobile charge screens the attraction. A proton that reaches $r=R$ is captured at once and is not released.

Let $c(r)$ be the number of protons per unit volume and $c_\infty$ its value far from the trap. If one trap captures $I$ protons per unit time in the steady state, the capture coefficient $k$ is defined by
\begin{equation}
I=k\,c_\infty .
\label{eq:kdef}
\end{equation}
With $N$ traps per unit volume, protons disappear at the rate $kNc_\infty$ per unit volume. The mean time to capture is therefore $\tau=1/(kN)$. The effective radius is defined by $k=4\pi D R_{\rm eff}$; the next parts show that this reduces to $R_{\rm eff}=R$ when the attraction is absent.

\subsection{Diffusion and drift in one expression}

The potential energy of the proton is
\begin{equation}
U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r},
\end{equation}
negative because the charges attract, and zero far away. Divide by $k_BT$:
\begin{equation}
u(r)=\frac{U(r)}{k_BT}=-\frac{r_c}{r}.
\label{eq:u}
\end{equation}
This shows the meaning of $r_c$: at that distance the attraction energy has the size $k_BT$.

The outward flux density has a diffusive part $-D\,dc/dr$ and a drift part. A force $F=-dU/dr$ gives the proton a mean velocity $bF$, where $b$ is the mobility per unit force. Hence
\begin{equation}
j=-D\frac{dc}{dr}-b\,c\,\frac{dU}{dr}
 =-D\frac{dc}{dr}-b\,k_BT\,c\,\frac{du}{dr}.
\end{equation}
The constants $b$ and $D$ are related. In thermal equilibrium, with no capture, $c$ is proportional to $\exp(-u)$ and there is no flux. Then $dc/dr=-c\,du/dr$, and $j=0$ requires
\begin{equation}
(D-b\,k_BT)\,c\,\frac{du}{dr}=0,
\qquad\text{so}\qquad D=b\,k_BT .
\end{equation}
This is the Einstein relation. It turns the flux density into $j=-D(c'+cu')$, where a prime means $d/dr$. The number of protons that cross a sphere of radius $r$ inwards per unit time is $-4\pi r^2j$:
\begin{equation}
I=4\pi r^2D\left(c'+c\,u'\right).
\label{eq:I}
\end{equation}
For the Coulomb attraction $u'=+r_c/r^2$, so the drift term adds to the inward flow, as it must.

In the steady state the number of protons between any two spheres outside the trap does not change. What enters through the outer sphere leaves through the inner one, and $I$ has the same value at every $r>R$. The value at $r=R$ is the capture rate.

\subsection{Integration for any central potential}

Equation (\ref{eq:I}) is a first-order linear equation for $c$. The factor $\exp(u)$ makes its left-hand combination a derivative, since
\begin{equation}
\frac{d}{dr}\left[c\exp(u)\right]=\exp(u)\left(c'+c\,u'\right)
=\frac{I}{4\pi D}\,\frac{\exp(u)}{r^2}.
\label{eq:deriv}
\end{equation}
Integrate from $R$ to infinity. At the lower end $c(R)=0$, because protons are removed there at once. At the upper end $u=0$ and $c=c_\infty$. Therefore
\begin{equation}
c_\infty=\frac{I}{4\pi D}\int_R^\infty\frac{\exp(u)}{r^2}\,dr .
\end{equation}
Comparison with $I=4\pi DR_{\rm eff}\,c_\infty$ gives
\begin{equation}
\frac{1}{R_{\rm eff}}=\int_R^\infty\frac{\exp[u(r)]}{r^2}\,dr .
\label{eq:general}
\end{equation}
This holds for any central potential that vanishes far away and for which the integral converges. With $u=0$ the integral is $1/R$, so $R_{\rm eff}=R$ and $k=4\pi DR$.

Equation (\ref{eq:general}) can be read as a sum of resistances in series. Each shell contributes $\exp(u)\,dr/r^2$ to the difficulty of reaching the trap. A shell where the potential is deeply negative contributes very little, and this is the reason why the inner region loses its influence.

\subsection{The Coulomb integral}

Insert $u=-r_c/r$ and put $y=1/r$. Then $dy=-dr/r^2$, the limit $r=R$ becomes $y=1/R$, and $r=\infty$ becomes $y=0$. The minus sign reverses the limits:
\begin{align}
\frac1{R_{\rm eff}}
&=\int_0^{1/R}\exp(-r_cy)\,dy \nonumber\\
&=\left[-\frac{\exp(-r_cy)}{r_c}\right]_0^{1/R}
=\frac{1-\exp(-r_c/R)}{r_c}.
\label{eq:coul}
\end{align}
Its inverse is equation (\ref{eq:main}), and
\begin{equation}
k=4\pi D\,\frac{r_c}{1-\exp(-r_c/R)} .
\end{equation}

The same integral tells where the resistance lies. The part that comes from distances between $R$ and some $r_1$ belongs to $y$ between $1/r_1$ and $1/R$. As a fraction of the whole it is
\begin{equation}
s(r_1)=\frac{\exp(-r_c/r_1)-\exp(-r_c/R)}{1-\exp(-r_c/R)} .
\label{eq:share}
\end{equation}
When $r_c\gg R$, the region inside $r_1=r_c$ holds the fraction $\exp(-1)\approx0.37$, and the rest lies outside. The region inside $r_1=r_c/4$ holds about $\exp(-4)\approx0.02$. The rate is thus decided at distances of the order of $r_c$ and beyond, far from the contact sphere.

\subsection{Limits and bounds}

Write $x=r_c/R$, so that $R_{\rm eff}=R\,x/[1-\exp(-x)]$. For weak attraction, $x\ll1$, expand the denominator:
\begin{equation}
1-\exp(-x)=x\left(1-\frac x2+\frac{x^2}{6}-\dots\right).
\end{equation}
The inverse of the bracket is, to second order,
\begin{equation}
1+\left(\frac x2-\frac{x^2}{6}\right)+\left(\frac x2\right)^2
=1+\frac x2+\frac{x^2}{12}.
\end{equation}
Multiplication by $R$ gives
\begin{equation}
R_{\rm eff}\approx R+\frac{r_c}{2}+\frac{r_c^2}{12R}
\qquad(r_c\ll R).
\label{eq:weak}
\end{equation}
A weak attraction adds half an Onsager radius. For strong attraction, $x\gg1$, the exponential vanishes and $R_{\rm eff}\to r_c$.

Between the limits the formula is confined by two inequalities. Since $\exp(x)>1+x$ for $x\neq0$, replacing $x$ by $-x$ gives $1-\exp(-x)<x$, so $R_{\rm eff}>R$ when $x>0$. Since $1-\exp(-x)<1$, also $R_{\rm eff}>r_c$. From above, multiply $\exp(x)>1+x$ by $\exp(-x)$ to get $(1+x)\exp(-x)<1$. Then
\begin{equation}
(1+x)\left[1-\exp(-x)\right]=1+x-(1+x)\exp(-x)>x ,
\end{equation}
and division by the square bracket gives $x/[1-\exp(-x)]<1+x$, that is $R_{\rm eff}<R+r_c$. The effective radius exceeds each of the two lengths and stays below their sum.

The dependence on the contact distance is found by differentiation. With $dx/dR=-r_c/R^2$,
\begin{equation}
\frac{dR_{\rm eff}}{dR}
=\frac{-r_c\exp(-x)}{[1-\exp(-x)]^2}\left(-\frac{r_c}{R^2}\right)
=\left(\frac{R_{\rm eff}}{R}\right)^2\exp\left(-\frac{r_c}{R}\right).
\end{equation}
For $r_c\gg R$ the exponential overwhelms the square, and $R$ has almost no effect. This answers the second question of the opening.

A fixed \emph{positive} trap repels the proton. The sign of $u$ changes, which amounts to replacing $r_c$ by $-r_c$ in the integral:
\begin{equation}
R_{\rm eff}=\frac{-r_c}{1-\exp(r_c/R)}=\frac{r_c}{\exp(r_c/R)-1}.
\end{equation}
This is smaller than $R$, and exponentially small when $r_c\gg R$: a repelled proton must climb the barrier down to the contact distance, so $R$ matters greatly.

\subsection{The concentration around the trap}

Integrate equation (\ref{eq:deriv}) from $R$ to a finite $r$ instead of infinity. The same substitution gives
\begin{equation}
c(r)\exp\left(-\frac{r_c}{r}\right)=\frac{I}{4\pi Dr_c}
\left[\exp\left(-\frac{r_c}{r}\right)-\exp\left(-\frac{r_c}{R}\right)\right].
\end{equation}
Multiply by $\exp(r_c/r)$ and use $I/(4\pi D r_c)=c_\infty R_{\rm eff}/r_c=c_\infty/[1-\exp(-r_c/R)]$:
\begin{equation}
\frac{c(r)}{c_\infty}=\frac{1-\exp(r_c/r-r_c/R)}{1-\exp(-r_c/R)} .
\label{eq:profile}
\end{equation}
It vanishes at $R$, tends to one far away, and nowhere exceeds one. An attracting trap might be expected to gather a cloud of protons with the equilibrium density $c_\infty\exp(r_c/r)$. That cloud would require zero flux, and an absorbing trap removes it as fast as it forms.

For strong attraction $c$ is nearly uniform outside a thin layer. Put $r=R+\delta$ with $\delta\ll R$. Then $r_c/r-r_c/R\approx-r_c\delta/R^2$, so the layer has the thickness $R^2/r_c$. Beyond it, the inward drift through a sphere is
\begin{equation}
4\pi r^2D\,c\,u'=4\pi r^2D\,c\,\frac{r_c}{r^2}=4\pi D\,r_c\,c ,
\end{equation}
which does not depend on $r$ when $c$ is uniform. The force falls as $1/r^2$ while the area grows as $r^2$, and a uniform concentration is carried inwards without piling up anywhere. The trap receives $4\pi Dr_cc_\infty$ whatever its size. This is the physical content of $R_{\rm eff}\to r_c$.

The division between drift and diffusion can be made precise. Differentiating equation (\ref{eq:profile}) gives
\begin{equation}
4\pi r^2Dc'=4\pi D\,c_\infty R_{\rm eff}\exp\left(\frac{r_c}{r}-\frac{r_c}{R}\right)
=I\exp\left(\frac{r_c}{r}-\frac{r_c}{R}\right).
\end{equation}
Diffusion carries the whole current at the contact sphere, where $c=0$ leaves nothing to drift. Its share falls to $\exp(-r_c/R)$ far away. With weak attraction that share stays near one, and the problem is one of ordinary diffusion; with strong attraction drift takes over just outside the contact layer.

\subsection{When contact does not mean immediate capture}

Suppose that a proton at contact is captured with a finite surface speed $\kappa$, so that
\begin{equation}
I=4\pi R^2\kappa\,c(R).
\label{eq:robin}
\end{equation}
Now $c(R)$ is not zero. Since $u(R)=-r_c/R$, the integral of equation (\ref{eq:deriv}) from $R$ to infinity reads
\begin{equation}
c_\infty-c(R)\exp\left(-\frac{r_c}{R}\right)
=\frac{I}{4\pi D}\,\frac{1-\exp(-r_c/R)}{r_c}.
\end{equation}
Insert $c(R)=I/(4\pi R^2\kappa)$, move that term to the right and take out $I/(4\pi D)$:
\begin{equation}
\frac1{R_{\rm eff}}=\frac{1-\exp(-r_c/R)}{r_c}
+\frac{D}{\kappa R^2}\exp\left(-\frac{r_c}{R}\right).
\label{eq:reactive}
\end{equation}
The second term is the resistance of the capture event itself. It carries the same exponential that suppresses $R$. A strongly attracted proton that fails to react stays near the trap and has many further chances, so a slow reaction costs little unless $\kappa$ is itself exponentially small. In that opposite limit the second term dominates, and $k=4\pi R^2\kappa\exp(r_c/R)$: the equilibrium cloud is then present, and the reaction samples it.

The closed forms were tested against outward numerical integration of the second-order steady equation, from $R$ to $10^6R$. For perfect absorption with $r_c/R=0.01$, $0.5$, $5$, $12$ and $-2$, and for $r_c/R=2$ with $\kappa R/D=0.7$, the effective radii agreed within a relative $10^{-4}$.

\section{Protons and boron in silicon}

\subsection{Symbols and results carried over}

A proton with diffusivity $D$ is captured at distance $R$ from a fixed charge $-e$. Its reduced potential is $u=U/k_BT$, equal to $-r_c/r$ without screening, where $r_c=e^2/(4\pi\varepsilon_0\varepsilon k_BT)$. The capture coefficient is $k=4\pi DR_{\rm eff}$, and the mean time to capture by $N$ traps per unit volume is $\tau=1/(kN)$. For a central potential that vanishes far away,
\begin{equation}
\frac1{R_{\rm eff}}=\int_R^\infty\frac{\exp(u)}{r^2}\,dr,
\qquad\text{and for Coulomb attraction}\qquad
R_{\rm eff}=\frac{r_c}{1-\exp(-r_c/R)} .
\label{eq:recall}
\end{equation}
The conditions are a steady state, dilute protons and traps, no applied field, no screening, perfect absorption and no release.

\subsection{The numbers}

The setting is the neutral interior of p-type silicon, where hydrogen passivates boron acceptors by forming neutral pairs with them. The parameters are rough: $\varepsilon=11.7$, $R=0.3\,\mathrm{nm}$, and $N=10^{15}\,\mathrm{cm^{-3}}$ ionized boron atoms. At $373\,\mathrm{K}$ the thermal energy is $0.03214\,\mathrm{eV}$. With $e^2/(4\pi\varepsilon_0)=1.440\,\mathrm{eV\,nm}$,
\begin{equation}
r_c=\frac{1.440\,\mathrm{eV\,nm}}{11.7\times0.03214\,\mathrm{eV}}
=3.829\,\mathrm{nm},\qquad \frac{r_c}{R}=12.76 .
\end{equation}
Then $\exp(-r_c/R)=2.86\times10^{-6}$ (from the unrounded ratio), and $R_{\rm eff}$ equals $r_c$ to all the digits shown. The enhancement over the bare radius is $3.829/0.3=12.76$.

For the diffusivity take the rough form $D=D_0\exp(-E_a/k_BT)$ with $D_0=0.01\,\mathrm{cm^2/s}$ and $E_a=0.5\,\mathrm{eV}$:
\begin{equation}
D=0.01\,\mathrm{cm^2/s}\times\exp\left(-\frac{0.5}{0.032143}\right)
=1.755\times10^{-9}\,\mathrm{cm^2/s}.
\end{equation}
The capture coefficient and time follow, with $r_c=3.829\times10^{-7}\,\mathrm{cm}$:
\begin{align}
k&=4\pi\,(1.755\times10^{-9})(3.829\times10^{-7})\,\mathrm{cm^3/s}
=8.44\times10^{-15}\,\mathrm{cm^3/s},\\
\tau&=\frac{1}{(8.44\times10^{-15})(10^{15})}\,\mathrm{s}=0.118\,\mathrm{s}.
\end{align}

With the temperature and permittivity held fixed, the effective radius depends on the contact distance as follows.
\begin{center}
\begin{tabular}{cc}
$R$ (nm) & $R_{\rm eff}$ (nm)\\
0.3 & 3.829\\
0.6 & 3.835\\
1.0 & 3.914\\
3.0 & 5.311\\
10 & 12.036\\
30 & 31.955
\end{tabular}
\end{center}
The larger radii are not meant as real boron traps; they show the passage between the limits. At $30\,\mathrm{nm}$ the weak-attraction value $R+r_c/2=31.91\,\mathrm{nm}$ is already close.

The concentration is $0.839\,c_\infty$ at $r=0.35\,\mathrm{nm}$ and $0.998\,c_\infty$ at $0.6\,\mathrm{nm}$. The depleted layer has the thickness $R^2/r_c=0.09/3.829\approx0.02\,\mathrm{nm}$. This is far less than one atomic jump, so the profile so close to contact is a property of the continuum equation and not a picture of real protons. The next part examines whether the rate suffers from this.

This part has derived the effective capture radius and shown that for protons and boron in silicon it is $3.829\,\mathrm{nm}$, almost independent of the contact distance. It remains to examine how far discrete jumps, finite reaction speed, screening, other traps, release and electric fields alter this picture, and how hydrogen and deuterium compare.

All numerical values are calculated from the stated model.
